**Dirac field quantization: energy bounds and norms for the two algebras**

The program tests the mode form H = ΣE(b†b − d d†) of the free Dirac Hamiltonian, where E is the mode energy and b and d† are the operator coefficients of the u and v waves. It asserts the spinor relations at an oblique momentum and compares the energy of a three-dimensional field with its mode sum. For an electron field in a 2 pm box with three retained momenta, it builds anticommuting local field operators as matrices and asserts the mode brackets, the time evolution and the full spectrum. The output shows a lowest energy of −4235.524 keV at occupation 6, with all excitations above it positive. For commuting fields with positive norms, diagonalization at occupations 1 to 4 gives a lowest energy that falls by 803.382 keV per quantum. At these occupations the values coincide with the anticommutator ones; the continued descent beyond occupation 4 is derived in the text and is not computed by the program. If d annihilates the vacuum and [d,d†] = −1, reordering gives positive excitation energies but norms −1, 2 and −6 for one, two and three quanta. The program also asserts that the opposite sign, [d,d†] = +1, gives a nonzero field bracket between different points.

## Verification by program

```python
"""
Result under test: the free Dirac Hamiltonian H = integral psi^dagger h psi has
the mode form sum E (b^dagger b - d d^dagger).
 * Anticommutators: H = sum E (b^dagger b + d^dagger d) - sum E, bounded below.
 * Commutators: the energy is unbounded below if all norms are positive; if d
   annihilates the vacuum instead, [d, d^dagger] = -1 gives negative norms.
Symbols: h = c alpha.p + beta m c^2, E = sqrt((mc^2)^2 + (pc)^2), u and v are
unit spinors, b and d^dagger their operator coefficients, L the box side.
Energies are in keV. The example keeps p_z = 0, +h/L, -h/L (two spins each).
"""
import itertools
import math
import numpy as np
import scipy.sparse as sp
from scipy import constants as const

keV = 1e3 * const.e
rest = const.m_e * const.c**2 / keV
L = 2e-12
pc_unit = const.h * const.c / L / keV

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron(sigma[0], s) for s in sigma])
beta = np.diag([1, 1, -1, -1]).astype(complex)


def dirac_matrix(pc):
    return np.einsum('i,iab->ab', pc, alpha) + rest * beta


def spinors(pc):
    """Energy and 4x2 arrays whose columns are u(p,s) and v(p,s)."""
    energy = math.sqrt(rest**2 + np.dot(pc, pc))
    norm = math.sqrt((energy + rest) / (2 * energy))
    small = np.einsum('i,iab->ab', pc, sigma) / (energy + rest)
    u = norm * np.vstack([np.eye(2), small])
    v = norm * np.vstack([small, np.eye(2)])
    return energy, u, v


# --- Spinors at an oblique momentum, checked against the Dirac matrix ---
pc = pc_unit * np.array([1.0, 2.0, -1.0])
energy, u, v = spinors(pc)
v_reversed = spinors(-pc)[2]
assert np.allclose(np.linalg.eigvalsh(dirac_matrix(pc)),
                   [-energy, -energy, energy, energy], atol=1e-8)
assert np.allclose(dirac_matrix(pc) @ u, energy * u, atol=1e-8)
assert np.allclose(dirac_matrix(-pc) @ v, -energy * v, atol=1e-8)
assert np.allclose(u.conj().T @ u, np.eye(2), atol=1e-12)
assert np.allclose(v.conj().T @ v, np.eye(2), atol=1e-12)
assert np.allclose(u.conj().T @ v_reversed, 0, atol=1e-12)
assert np.allclose(u @ u.conj().T + v_reversed @ v_reversed.conj().T,
                   np.eye(4), atol=1e-12)

# --- Field energy in three dimensions, with random complex amplitudes ---
rng = np.random.default_rng(4)
n_grid = 8
grid = np.array(np.meshgrid(*[np.arange(n_grid) / n_grid] * 3, indexing='ij'))
field = np.zeros((4, n_grid, n_grid, n_grid), complex)
mode_sum = 0.0
for integers in [(1, 2, -1), (-1, -2, 1), (0, 0, 0), (2, -1, 1)]:
    k = np.array(integers)
    energy, u, v = spinors(pc_unit * k)
    amp_b = rng.normal(size=2) + 1j * rng.normal(size=2)
    amp_d = rng.normal(size=2) + 1j * rng.normal(size=2)
    wave = np.exp(2j * np.pi * np.einsum('i,ixyz->xyz', k, grid))
    field += np.einsum('a,xyz->axyz', u @ amp_b, wave)
    field += np.einsum('a,xyz->axyz', v @ amp_d.conj(), wave.conj())
    mode_sum += energy * np.sum(abs(amp_b)**2 - abs(amp_d)**2)
h_field = rest * np.einsum('ab,bxyz->axyz', beta, field)
wave_numbers = np.fft.fftfreq(n_grid, 1 / n_grid)
for axis in range(3):
    shape = [1, 1, 1, 1]
    shape[axis + 1] = n_grid
    transformed = np.fft.fft(field, axis=axis + 1)
    momentum_field = np.fft.ifft(wave_numbers.reshape(shape) * transformed,
                                 axis=axis + 1)
    h_field += pc_unit * np.einsum('ab,bxyz->axyz', alpha[axis], momentum_field)
field_energy = np.sum(field.conj() * h_field) / n_grid**3
assert abs(field_energy - mode_sum) < 1e-7 * (1 + abs(mode_sum))

# --- Example: one-particle matrix on three points along z ---
n_sites = 3
ks = [0, 1, -1]
sites = np.arange(n_sites)
momentum = sum(k * pc_unit * np.exp(2j * np.pi * k
               * (sites[:, None] - sites[None, :]) / n_sites)
               for k in ks) / n_sites
h_one = np.kron(momentum, alpha[2]) + np.kron(np.eye(n_sites), rest * beta)
n_modes = len(h_one)

u_cols, v_cols, energies = [], [], []
for k in ks:
    energy, u, v = spinors(np.array([0, 0, k * pc_unit]))
    wave = np.exp(2j * np.pi * k * sites / n_sites) / math.sqrt(n_sites)
    for s in range(2):
        u_cols.append(np.kron(wave, u[:, s]))
        v_cols.append(np.kron(wave.conj(), v[:, s]))
        energies.append(energy)
U, W = np.array(u_cols).T, np.array(v_cols).T
energies = np.array(energies)
E0, E1 = energies[0], energies[2]
total_E = energies.sum()

# Local field bracket for [d,d^dagger] = -1 and for the wrong sign +1.
assert np.allclose(U @ U.conj().T + W @ W.conj().T, np.eye(n_modes), atol=1e-12)
wrong_bracket = U @ U.conj().T - W @ W.conj().T
different_site = np.kron(1 - np.eye(n_sites), np.ones((4, 4)))
nonlocal_size = np.max(abs(wrong_bracket * different_site))
assert nonlocal_size > 0.1

# --- Anticommuting local fields as explicit matrices ---
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.diags([1.0, -1.0])
local = []
for j in range(n_modes):
    op = sp.identity(1, format='csr')
    for i in range(n_modes):
        factor = parity if i < j else lower if i == j else sp.identity(2)
        op = sp.kron(op, factor, format='csr')
    local.append(op)


def dag(op):
    return op.conj().T.tocsr()


def size(op):
    return abs(op).max()


dimension = 2**n_modes
identity = sp.identity(dimension, format='csr')
H = sp.csr_matrix((dimension, dimension), dtype=complex)
for i in range(n_modes):
    for j in range(n_modes):
        if abs(h_one[i, j]) > 1e-10:
            H = H + h_one[i, j] * (dag(local[i]) @ local[j])
count = sum(dag(a) @ a for a in local)


def project(column):
    return sum(np.conj(column[i]) * local[i] for i in range(n_modes)
               if abs(column[i]) > 1e-14).tocsr()


b_ops = [project(U[:, i]) for i in range(len(energies))]
d_ops = [dag(project(W[:, i])) for i in range(len(energies))]
quanta = b_ops + d_ops
for i, first in enumerate(quanta):
    for j, second in enumerate(quanta):
        second_dag = dag(second)
        expected = identity if i == j else 0 * identity
        assert size(first @ second_dag + second_dag @ first - expected) < 1e-10
        assert size(first @ second + second @ first) < 1e-10

unordered = sum(e * (dag(b) @ b - d @ dag(d))
                for e, b, d in zip(energies, b_ops, d_ops))
ordered = sum(e * (dag(b) @ b + dag(d) @ d)
              for e, b, d in zip(energies, b_ops, d_ops))
assert size(H - unordered) < 1e-7
assert size(H + total_E * identity - ordered) < 1e-7
for e, b, d in zip(energies, b_ops, d_ops):
    assert size(b @ H - H @ b - e * b) < 1e-7
    assert size(d @ H - H @ d - e * d) < 1e-7
    assert size(count @ dag(b) - dag(b) @ count - dag(b)) < 1e-10
    assert size(count @ dag(d) - dag(d) @ count + dag(d)) < 1e-10

occupation = np.rint(count.diagonal().real).astype(int)
fermi_levels = []
for number in range(n_modes + 1):
    index = np.flatnonzero(occupation == number)
    block = H[index][:, index].toarray()
    fermi_levels.append(np.linalg.eigvalsh(block))
fermi_lowest = [levels[0] for levels in fermi_levels]
spectrum = np.sort(np.concatenate(fermi_levels))
both = np.concatenate([energies, energies])
predicted = np.sort([np.dot(n, both) - total_E
                     for n in itertools.product([0, 1], repeat=n_modes)])
assert np.allclose(spectrum, predicted, rtol=0, atol=1e-6)
vacuum_energy = spectrum[0]
vacuum_number = int(np.argmin(fermi_lowest))
first_gap = spectrum[spectrum > vacuum_energy + 1e-5][0] - vacuum_energy
same_charge = fermi_levels[vacuum_number]
pair_gap = same_charge[1] - same_charge[0]
assert abs(first_gap - rest) < 1e-6
assert abs(pair_gap - 2 * rest) < 1e-6


# --- Commuting local fields: exact blocks of fixed occupation number ---
def bose_lowest(number):
    basis = []
    for choice in itertools.combinations_with_replacement(range(n_modes), number):
        basis.append(tuple(choice.count(i) for i in range(n_modes)))
    position = {state: i for i, state in enumerate(basis)}
    matrix = np.zeros((len(basis), len(basis)), complex)
    for column, state in enumerate(basis):
        for j in range(n_modes):
            if state[j] == 0:
                continue
            for i in range(n_modes):
                if abs(h_one[i, j]) < 1e-10:
                    continue
                new = list(state)
                factor = math.sqrt(new[j])
                new[j] -= 1
                new[i] += 1
                factor *= math.sqrt(new[i])
                matrix[position[tuple(new)], column] += h_one[i, j] * factor
    return np.linalg.eigvalsh(matrix)[0]


bose_energies = [bose_lowest(number) for number in range(1, 5)]
for number, value in enumerate(bose_energies, start=1):
    assert abs(value + number * E1) < 1e-6


# --- Vacuum values from d|0> = 0 and [d,d^dagger] = kappa alone ---
def vacuum_value(word, kappa):
    """Letters: d is d, D is d^dagger; reorder until the vacuum is reached."""
    if not word:
        return 1
    if word[-1] == 'd' or word[0] == 'D':
        return 0
    i = word.find('dD')
    return (vacuum_value(word[:i] + 'Dd' + word[i + 2:], kappa)
            + kappa * vacuum_value(word[:i] + word[i + 2:], kappa))


norms, excitations = {}, {}
for kappa in (-1, 1):
    ground = -E1 * vacuum_value('dD', kappa)
    for n in range(1, 4):
        norm = vacuum_value('d' * n + 'D' * n, kappa)
        mean = -E1 * vacuum_value('d' * n + 'dD' + 'D' * n, kappa) / norm
        norms[kappa, n] = norm
        excitations[kappa, n] = mean - ground
        assert norm == kappa**n * math.factorial(n)
        assert abs(excitations[kappa, n] + kappa * n * E1) < 1e-8

# --- Printed numbers ---
u_example = spinors(np.array([0, 0, pc_unit]))[1][:, 0].real
print(f"Box side L: {L * 1e12:.1f} pm")
print(f"Electron rest energy mc^2: {rest:.3f} keV")
print(f"Momentum times c for p = h/L: {pc_unit:.3f} keV")
print(f"Mode energy E at p = 0: {E0:.3f} keV")
print(f"Mode energy E at p = h/L: {E1:.3f} keV")
print(f"Upper component of u at p_z = h/L, spin up: {u_example[0]:.5f} (no unit)")
print(f"Lower component of u at p_z = h/L, spin up: {u_example[2]:.5f} (no unit)")
print(f"Number of (p,s) labels: {len(energies)}")
print(f"Number of field modes: {n_modes}")
print(f"Dimension of the anticommuting state space: {dimension}")
print(f"Sum of E over the (p,s) labels: {total_E:.3f} keV")
print(f"Anticommutators, vacuum energy: {vacuum_energy:.3f} keV")
print(f"Same vacuum energy: {vacuum_energy * keV:.5e} J")
print(f"Field occupation number of that vacuum: {vacuum_number}")
print(f"Anticommutators, first excitation above vacuum: {first_gap:.3f} keV")
print(f"Anticommutators, lightest neutral pair: {pair_gap:.3f} keV")
print(f"Same pair energy: {pair_gap * keV:.5e} J")
for number, value in enumerate(fermi_lowest):
    print(f"Anticommutators, lowest H at occupation {number}: {value + 0.0:.3f} keV")
for number, value in enumerate(bose_energies, start=1):
    print(f"Commutators, lowest H at occupation {number}: {value:.3f} keV")
for n in range(1, 4):
    print(f"[d,d^dagger] = -1, norm of d^dagger^{n}|0>: {norms[-1, n]} (no unit)")
    print(f"  its energy above |0>, p = h/L: {excitations[-1, n]:.3f} keV")
print(f"[d,d^dagger] = +1, energy of one d quantum: {excitations[1, 1]:.3f} keV")
print(f"[d,d^dagger] = +1, largest bracket between different points: "
      f"{nonlocal_size:.4f} (no unit)")
print("OK")
```

Printed output:

```
Box side L: 2.0 pm
Electron rest energy mc^2: 510.999 keV
Momentum times c for p = h/L: 619.921 keV
Mode energy E at p = 0: 510.999 keV
Mode energy E at p = h/L: 803.382 keV
Upper component of u at p_z = h/L, spin up: 0.90445 (no unit)
Lower component of u at p_z = h/L, spin up: 0.42658 (no unit)
Number of (p,s) labels: 6
Number of field modes: 12
Dimension of the anticommuting state space: 4096
Sum of E over the (p,s) labels: 4235.524 keV
Anticommutators, vacuum energy: -4235.524 keV
Same vacuum energy: -6.78606e-13 J
Field occupation number of that vacuum: 6
Anticommutators, first excitation above vacuum: 510.999 keV
Anticommutators, lightest neutral pair: 1021.998 keV
Same pair energy: 1.63742e-13 J
Anticommutators, lowest H at occupation 0: 0.000 keV
Anticommutators, lowest H at occupation 1: -803.382 keV
Anticommutators, lowest H at occupation 2: -1606.763 keV
Anticommutators, lowest H at occupation 3: -2410.145 keV
Anticommutators, lowest H at occupation 4: -3213.526 keV
Anticommutators, lowest H at occupation 5: -3724.525 keV
Anticommutators, lowest H at occupation 6: -4235.524 keV
Anticommutators, lowest H at occupation 7: -3724.525 keV
Anticommutators, lowest H at occupation 8: -3213.526 keV
Anticommutators, lowest H at occupation 9: -2410.145 keV
Anticommutators, lowest H at occupation 10: -1606.763 keV
Anticommutators, lowest H at occupation 11: -803.382 keV
Anticommutators, lowest H at occupation 12: 0.000 keV
Commutators, lowest H at occupation 1: -803.382 keV
Commutators, lowest H at occupation 2: -1606.763 keV
Commutators, lowest H at occupation 3: -2410.145 keV
Commutators, lowest H at occupation 4: -3213.526 keV
[d,d^dagger] = -1, norm of d^dagger^1|0>: -1 (no unit)
  its energy above |0>, p = h/L: 803.382 keV
[d,d^dagger] = -1, norm of d^dagger^2|0>: 2 (no unit)
  its energy above |0>, p = h/L: 1606.763 keV
[d,d^dagger] = -1, norm of d^dagger^3|0>: -6 (no unit)
  its energy above |0>, p = h/L: 2410.145 keV
[d,d^dagger] = +1, energy of one d quantum: -803.382 keV
[d,d^dagger] = +1, largest bracket between different points: 0.4455 (no unit)
OK
```
